# Bond Currents and Group Velocity with First- and Second-Neighbour Hopping

An electron on a chain can hop from each site to its first and second neighbours. The problem is to find the current carried by each bond, and to find how these currents combine into the velocity of the electron.

The chain has one orthonormal orbital per site, at $x_j=ja$. Spin plays no part and is left out. With $\hbar=1$, the Hamiltonian is

$$
H=\sum_j\varepsilon_j\hat n_j-\sum_{r=1,2}t_r\sum_j\left(c_{j+r}^\dagger c_j+c_j^\dagger c_{j+r}\right)+U ,
$$

where $\hat n_j=c_j^\dagger c_j$, the hoppings $t_r$ are real, and $U$ is any interaction built from the densities $\hat n_j$ alone. There is no vector potential, and the position operator is taken as diagonal in the sites, $X=\sum_j ja\,\hat n_j$. The chain is either open, with missing bonds left out of the sums, or closed into a ring of $N\ge5$ sites, so that all $2N$ bonds are distinct. Currents count particles; the electric current is $-e$ times the particle current.

## (a) The current on one bond

**Find $d\hat n_j/dt$ and write it as inflow minus outflow over the bonds that meet at site $j$.**

The Heisenberg equation is $d\hat n_j/dt=i[H,\hat n_j]$. Densities commute with one another, so the site energies and $U$ drop out. For the hopping terms we need the commutator of $c_p^\dagger c_q$ with $\hat n_j$. The anticommutation rules give

$$
[c_q,c_j^\dagger c_j]=\{c_q,c_j^\dagger\}c_j-c_j^\dagger\{c_q,c_j\}=\delta_{qj}c_q ,
$$

$$
[c_p^\dagger,c_j^\dagger c_j]=\{c_p^\dagger,c_j^\dagger\}c_j-c_j^\dagger\{c_p^\dagger,c_j\}=-\delta_{pj}c_p^\dagger .
$$

Since $[AB,C]=A[B,C]+[A,C]B$,

$$
[c_p^\dagger c_q,\hat n_j]=(\delta_{qj}-\delta_{pj})\,c_p^\dagger c_q .
$$

Apply this to the bond from $m$ to $m+r$. Its two hopping terms acquire opposite signs:

$$
[c_{m+r}^\dagger c_m+c_m^\dagger c_{m+r},\hat n_j]
=(\delta_{mj}-\delta_{m+r,j})\left(c_{m+r}^\dagger c_m-c_m^\dagger c_{m+r}\right).
$$

Multiplication by $-it_r$ gives the bond's contribution to $d\hat n_j/dt$, namely $(\delta_{m+r,j}-\delta_{mj})J_{m,r}$, with

$$
J_{m,r}=it_r\left(c_{m+r}^\dagger c_m-c_m^\dagger c_{m+r}\right).
$$

Summing over $m$ and $r$,

$$
\frac{d\hat n_j}{dt}=\sum_{r=1,2}\left(J_{j-r,r}-J_{j,r}\right).
$$

What arrives from the left on a bond of length $r$ enters with a plus sign, and what leaves to the right enters with a minus sign. The operator $J_{m,r}$ is Hermitian, because conjugation exchanges its two terms and also changes the sign of $i$.

The direction can be checked on a single bond. In a one-electron state with amplitudes $\psi_j$ we have $\langle c_p^\dagger c_q\rangle=\psi_p^*\psi_q$, so

$$
\langle J_{m,r}\rangle=it_r\left(\psi_{m+r}^*\psi_m-\psi_m^*\psi_{m+r}\right)=2t_r\,\mathrm{Im}\left(\psi_m^*\psi_{m+r}\right).
$$

Let the electron start on site $m$. The Schrödinger equation $i\dot\psi_{m+r}=-t_r\psi_m$ gives $\psi_{m+r}\approx it_r\tau$ after a short time $\tau$. The current is then $2t_r^2\tau>0$, which is the growth rate of the population $t_r^2\tau^2$ at the far end. A positive $J_{m,r}$ therefore means flow from $m$ to $m+r$.

The operator equation was also tested in the full many-electron space of a six-site ring with random hoppings, site energies and neighbour interactions. The two sides agreed with no difference at machine precision.

## (b) What continuity leaves open

**Does the continuity equation by itself determine the bond currents?**

It does not. Take the triangle of sites $m$, $m+1$, $m+2$ and change the currents by

$$
J_{m,1}\to J_{m,1}+c,\qquad J_{m+1,1}\to J_{m+1,1}+c,\qquad J_{m,2}\to J_{m,2}-c .
$$

The extra current runs forward over the two short bonds and returns over the long one. At each corner as much enters as leaves, so no $d\hat n_j/dt$ changes.

The form in (a) rests on a further rule: each bond current comes from that bond's own hopping term. If all other hoppings are switched off, the population of the end site can change through this bond alone, and continuity then fixes $J_{m,r}$.

Some combinations of bond currents are insensitive to the choice. Give each current its hop length as weight and define

$$
W=\sum_{m,r}ra\,J_{m,r}.
$$

The triangle changes $W$ by $ac+ac-2ac=0$, while it changes the plain sum $a\sum_{m,r} J_{m,r}$ by $ac+ac-ac=ac$.

On an open chain the triangles exhaust the freedom. There are $(N-1)+(N-2)=2N-3$ bonds. The $N$ continuity equations contain $N-1$ independent conditions: a combination of them with coefficients $u_j$ vanishes identically if and only if $u$ is equal at the two ends of every bond, which on a connected chain means that $u$ is constant. This leaves $2N-3-(N-1)=N-2$ free patterns. There are also $N-2$ triangles, and they are independent because each has a long bond of its own. Hence, on an open chain, continuity alone fixes $W$.

A ring has $2N$ bonds and so $N+1$ free patterns: $N$ triangles and one uniform current round all the short bonds. The last one changes $W$ by $Nac$. On a ring continuity alone therefore does not fix $W$; the hop-by-hop rule supplies what is missing. For $N=12$ the numerical null spaces have dimensions 10 and 13, in agreement with these counts.

## (c) Motion of the centre on an open chain

**Express $dX/dt$ through the bond currents.**

Insert the continuity equation into $X=\sum_jja\,\hat n_j$:

$$
\frac{dX}{dt}=\sum_{j,r}ja\,J_{j-r,r}-\sum_{j,r}ja\,J_{j,r}.
$$

In the first sum rename $j\to j+r$, so that both sums contain $J_{j,r}$. No end term appears, since bonds beyond the ends do not exist. Then

$$
\frac{dX}{dt}=\sum_{j,r}\left[(j+r)a-ja\right]J_{j,r}=\sum_{j,r}ra\,J_{j,r}=W .
$$

The hop length enters because a particle that crosses a bond of length $ra$ moves the centre by $ra$. For one electron $W$ is the velocity operator; for several it is the sum of their velocities. Site energies and density interactions may be present, since they do not enter the continuity equation.

The derivation fails on a ring. There the label $j$ jumps from $N$ back to $1$, and a hop over the seam would count as a move of almost the whole ring.

## (d) The current through a cut of the ring

**Find the current through a cut between sites $s$ and $s+1$ of a ring, and relate it to $W$.**

The cut is crossed by one short bond and by two long bonds, which start at $s-1$ and $s$:

$$
I_s=J_{s,1}+J_{s-1,2}+J_{s,2}.
$$

To see that this is the flux between neighbouring sites, subtract the currents through the two cuts that enclose site $s$. The bond $J_{s-1,2}$ passes over the site, crosses both cuts and cancels:

$$
I_{s-1}-I_s=J_{s-1,1}+J_{s-2,2}-J_{s,1}-J_{s,2}=\frac{d\hat n_s}{dt}.
$$

Now sum over all $N$ cuts. Each short bond is counted once and each long bond twice, so

$$
a\sum_sI_s=a\sum_mJ_{m,1}+2a\sum_mJ_{m,2}=W .
$$

This gives the weight a meaning that needs no position operator: $r$ is the number of cuts that a bond crosses. In any state $\langle W\rangle/(Na)$ is the average of $\langle I_s\rangle$ over the cuts. If no $\langle\hat n_s\rangle$ is changing, as in a stationary state, the equation above makes $\langle I_s\rangle$ the same at every cut, and then $\langle W\rangle=Na\langle I\rangle$, or $\langle I\rangle=\langle W\rangle/L$ with $L=Na$. One electron of velocity $v$ on a ring of length $L$ passes a given point $v/L$ times per unit time.

## (e) Bloch states

**Set $U=0$ and $\varepsilon_j=\varepsilon_0$. Evaluate the bond currents and $W$ in a Bloch state, and compare $W$ with the slope of the band.**

The Bloch state is $\psi_j=e^{ikja}/\sqrt N$, with $kNa$ a multiple of $2\pi$. The Hamiltonian acts on it as

$$
(H\psi)_j=\varepsilon_0\psi_j-\sum_rt_r(\psi_{j-r}+\psi_{j+r})
=\Big[\varepsilon_0-\sum_rt_r\left(e^{-ikra}+e^{ikra}\right)\Big]\psi_j ,
$$

so the band energy is

$$
E(k)=\varepsilon_0-2t_1\cos ka-2t_2\cos2ka .
$$

On a finite ring the allowed $k$ are discrete; the slope is that of this smooth function at an allowed $k$. Differentiation brings down a factor $ra$ from each cosine:

$$
\frac{dE}{dk}=2at_1\sin ka+4at_2\sin2ka .
$$

For the currents, $\psi_m^*\psi_{m+r}=e^{ikra}/N$, and the result of (a) gives

$$
\langle J_{m,r}\rangle=\frac{2t_r}{N}\sin kra .
$$

There are $N$ bonds of each length. Their weighted sum is

$$
\langle W\rangle=\sum_{r=1,2}N\,ra\,\frac{2t_r}{N}\sin kra
=2at_1\sin ka+4at_2\sin2ka=\frac{dE}{dk}.
$$

The length-weighted bond currents give the group velocity $v(k)$. The two factors $ra$ have different origins: in $W$ it is the distance covered by a hop, and in $dE/dk$ it comes from the phase $kra$ between the ends of the hop.

The result holds for more than the mean value. As a matrix on one-electron amplitudes,

$$
(W\psi)_j=\sum_rira\,t_r(\psi_{j-r}-\psi_{j+r})=\sum_rira\,t_r(-2i\sin kra)\psi_j=v(k)\psi_j .
$$

The Bloch state is an eigenstate of $W$, so the velocity has no spread in it.

Three limits show the role of the weights.

- For $t_2=0$ the velocity is $2at_1\sin ka$, and the weight is a common factor $a$.
- For $t_1=0$ an open chain falls into two separate chains of spacing $2a$. The velocity $2(2a)t_2\sin(2ka)$ is that of a first-neighbour chain with this spacing. The plain sum would give half of it.
- For $|ka|\ll1$, $v\approx2a^2(t_1+4t_2)k$, so the inverse effective mass is $2a^2(t_1+4t_2)$. Here the hop length enters squared, once from the distance and once from the phase.

With unequal site energies or with interactions, the results of (a) to (d) remain, but the plane waves are in general no longer eigenstates of $H$, and the calculation above does not carry over as it stands. For $U=0$ and site energies that repeat periodically there are still bands, and $\langle W\rangle$ is still the slope of a nondegenerate band. To see this, write $\psi_j=e^{ikja}u_j$ with periodic $u_j$. In the Hamiltonian that acts on $u$, $k$ enters only through the hopping phases $e^{\pm ikra}$. Its derivative with respect to $k$ is $W$ in the same form, and by the Hellmann–Feynman theorem the mean of this derivative is $dE/dk$.

## (f) Numbers for a ring

**Take $a=3$ Å, $t_1=1$ eV, $t_2=0.4$ eV, $\varepsilon_0=0$, $N=12$ and $ka=5\pi/6$. In which direction does the electron move?**

These are round model parameters and describe no particular material. With $\hbar$ restored, $\hbar J$ is an energy and $\hbar v=dE/dk$. The sines are $\sin ka=0.5$ and $\sin2ka=-0.8660$, so

$$
\hbar J_1=\frac{2(1)(0.5)}{12}=0.08333\ \text{eV},\qquad
\hbar J_2=\frac{2(0.4)(-0.8660)}{12}=-0.05774\ \text{eV}.
$$

The short bonds carry current forward and the long bonds carry it backward. Each long bond carries less than a short one, but two of them cross every cut:

$$
\hbar I=0.083333-2(0.057735)=-0.032137\ \text{eV}.
$$

The weighted sum over the ring is

$$
\hbar v=12(3)(0.08333)-12(6)(0.05774)=3.000-4.157=-1.157\ \text{eV Å}.
$$

A finite-difference slope of the band energy gives the same $-1.157$ eV Å. Division by $\hbar$ gives $v=-1.758$ Å/fs: the electron moves to the left. The electric current $-ev/L$, with $L=36$ Å, is $+7.82$ µA.

If every hop is counted as one spacing, the sum is $3.000-2.078=+0.922$ eV Å. At this $k$ the weights decide the sign of the velocity as well as its size.

## (g) A wave packet

**Confirm the direction with a packet on a long open chain, and account for the difference between its velocity and $v(k_0)$.**

Away from the ends the packet is a superposition of Bloch waves with a distribution $P(k)$. Time evolution changes their phases but not $P(k)$. Since $W$ is diagonal in $k$ with eigenvalue $v(k)$, the centre moves at the constant velocity

$$
\langle v\rangle=\int P(k)\,v(k)\,dk .
$$

For a narrow symmetric distribution about $k_0$, expand $v(k)$ to second order. The linear term averages to zero, and

$$
\langle v\rangle\approx v(k_0)+\tfrac12v''(k_0)\sigma_k^2 ,
$$

where $\sigma_k$ is the rms width of $P(k)$. Two derivatives of the velocity give

$$
\hbar v''=-2a^3\left(t_1\sin ka+8t_2\sin2ka\right).
$$

The packet starts at the middle of a chain of 401 sites with Gaussian amplitudes, $\psi_j\propto\exp[-j^2/(4\cdot20^2)+ik_0aj]$, where $j$ is counted from the middle and $k_0a=5\pi/6$. Its density has an rms width of 20 sites, or $\sigma_x=60$ Å, so $\sigma_k=1/(2\sigma_x)=1/120$ Å$^{-1}$. Then

$$
\hbar v''=-54\left[0.5+3.2(-0.8660)\right]\approx122.6\ \text{eV Å}^3,
$$

$$
\tfrac12\hbar v''\sigma_k^2=\frac{122.6}{2(120)^2}\approx0.0043\ \text{eV Å},
$$

which corresponds to $+0.0065$ Å/fs. The predicted velocity is $-1.7577+0.0065=-1.7512$ Å/fs.

In the numerical evolution the centre moves by $-70.05$ Å in 40 fs, so its mean velocity is $-1.7512$ Å/fs. The weighted bond sum, evaluated halfway through the motion, gives the same value. The packet goes to the left, as the weighted sum says and against the sign of the plain sum. Its speed is about 0.4 % below $|v(k_0)|$, and the spread in $k$ accounts for this difference to the digits shown.

The packet covers about 23 sites and stays far from the ends, some 200 sites from its starting point. Once it reaches an end, the description by freely moving Bloch waves fails and the packet is reflected. It then splits in two, because at this energy two Bloch waves with different $|k|$ move to the right. The relation $dX/dt=W$ from (c) still holds there.

## (h) Currents at zero velocity

**For $t_1,t_2>0$, find where the velocity vanishes at $0<ka<\pi$, and describe the bond currents there.**

With $\sin2ka=2\sin ka\cos ka$, the velocity becomes

$$
v=2a\sin ka\,(t_1+4t_2\cos ka).
$$

Inside the interval $\sin ka>0$, so a zero requires

$$
\cos ka=-\frac{t_1}{4t_2},\qquad 4t_2>t_1 .
$$

The bracket falls steadily as $ka$ grows from $0$ to $\pi$. The velocity is therefore positive before this point and negative beyond it, and the point is a maximum of the band. For the parameters of (f), $\cos ka=-0.625$ and $ka=0.715\pi$. The energy there is

$$
E=-2(1)(-0.625)-2(0.4)\left[2(0.625)^2-1\right]=1.250+0.175=1.425\ \text{eV}.
$$

The value $ka=0.833\pi$ used in (f) lies beyond the maximum, which is why the electron moved to the left.

The twelve-site ring of (f) has no allowed $k$ exactly at the maximum; the nearest values are $ka=0.667\pi$ and $0.833\pi$. The currents below are those of the Bloch formula at the maximum, which the allowed states of a long ring approach.

The bond currents do not vanish at the maximum. With $\sin ka=0.7806$,

$$
N\hbar J_1=2t_1\sin ka=1.561\ \text{eV},\qquad
N\hbar J_2=4t_2\sin ka\cos ka=-t_1\sin ka=-0.781\ \text{eV}.
$$

The cut current is proportional to $1.561-2(0.781)$, which is zero within rounding. This is the triangle pattern of (b). Put a circulating current $c$ in every triangle of the ring. Each short bond belongs to two triangles and carries $2c$; each long bond belongs to one and carries $-c$. The Bloch wave at the band maximum has this form with $N\hbar c=0.781$ eV: current flows in every bond, yet none is carried along the chain.

The plain sum is $2a\sin ka\,(t_1+2t_2\cos ka)$. It could vanish inside the interval if $2t_2>t_1$, but here $2t_2=0.8$ eV is less than $t_1=1$ eV, and it stays positive. For $2t_2<t_1<4t_2$ it thus has the wrong sign over the whole range between the band maximum and $ka=\pi$. The numerical output below lists the values used in (f) to (h).

## Computed results

```
site spacing a                        3.0 angstrom
first-neighbour hopping t1            1.0 eV
second-neighbour hopping t2           0.4 eV
ring sites N                          12
ring length N a                       36.0 angstrom
phase per site ka / pi                0.833333
wave number k                         0.872665 1/angstrom
sin(ka)                               0.500000
sin(2ka)                              -0.866025
band energy E(k)                      1.332051 eV
hbar J, one first-neighbour bond      0.083333 eV
hbar J, one second-neighbour bond     -0.057735 eV
bonds crossing one cut                3
hbar I through the cut                -0.032137 eV
first-neighbour part of hbar v        3.000000 eV angstrom
second-neighbour part of hbar v       -4.156922 eV angstrom
length-weighted sum, hbar v           -1.156922 eV angstrom
band slope by finite difference       -1.156922 eV angstrom
plain sum, each hop counted as a      0.921539 eV angstrom
group velocity v                      -1.75767 angstrom/fs
electric current in the ring          7.8225 microampere
largest slope error, all ring k       3.3e-09 eV angstrom
largest operator continuity error     0.0e+00 (model units)
independent loops, open chain of N    10
independent loops, ring of N          13
packet chain length                   401 sites
packet rms width at start             20 sites
packet travel time                    40 fs
packet displacement                   -70.0483 angstrom
packet centroid velocity              -1.75121 angstrom/fs
weighted bond sum in packet           -1.75121 angstrom/fs
predicted shift from k spread         0.00647 angstrom/fs
band maximum at ka / pi               0.71490
energy at band maximum                1.42500 eV
N hbar J1 at band maximum             1.56125 eV
N hbar J2 at band maximum             -0.78062 eV
```
